# Siegert's Theorem and the Leading Retardation Correction to Electric Multipole Transitions: test program

```python
"""Siegert's theorem for electric multipole transition amplitudes.

Defining amplitude (L >= 1, Lop = -i r x grad, j_L spherical Bessel function):
  T(k) = (1/k) Int curl[ j_L(kr) Lop Y_LM / sqrt(L(L+1)) ] . J d^3r
Result under test, for a conserved current (div J = -i omega rho):
  T(k) = T_S [1 + k^2 (C_rho + C_J) + O(k^4)]
  T_S  = -(omega/k) sqrt((L+1)/L) k^L/(2L+1)!! Q,   Q = Int rho r^L Y_LM
  C_rho = -(L+3)/(2(L+1)(2L+3)) Int rho r^(L+2) Y_LM / Q
  C_J   = Int r^L Y_LM r.J / (i omega (L+1) Q)
rho, J: transition charge and current density; omega = (E_f - E_i)/hbar.
Model: one particle in a harmonic well, units hbar = m = q = 1; for the
isotropic well omega0 = 1, so lengths are in b = sqrt(hbar/(m omega0)).
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.special import eval_hermite, factorial2, spherical_jn

STEP = 0.02  # finite-difference step, in units of b

SOLID = {  # solid harmonics r^L Y_LM
    (1, 0): lambda p: math.sqrt(3 / (4 * math.pi)) * p[2],
    (2, 0): lambda p: math.sqrt(5 / (16 * math.pi))
    * (2 * p[2]**2 - p[0]**2 - p[1]**2),
    (2, 1): lambda p: -math.sqrt(15 / (8 * math.pi))
    * (p[0] + 1j * p[1]) * p[2],
}


def partials(func, p):
    """Fourth-order differences; first index is the derivative direction."""
    rows = []
    for axis in range(3):
        e = np.zeros((3, 1))
        e[axis] = STEP
        rows.append((8 * (func(p + e) - func(p - e))
                     - (func(p + 2 * e) - func(p - 2 * e))) / (12 * STEP))
    return np.array(rows)


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def curl(vector, p):
    d = partials(vector, p)
    return np.array([d[1, 2] - d[2, 1], d[2, 0] - d[0, 2],
                     d[0, 1] - d[1, 0]])


def scalar_wave(L, M, k):
    """j_L(kr) Y_LM from the power series of the Bessel function."""
    def func(p):
        x2 = k**2 * np.sum(p**2, axis=0)
        s = np.ones_like(x2)
        for n in range(30, 0, -1):
            s = 1 - x2 * s / (2 * n * (2 * L + 2 * n + 1))
        return k**L * s * SOLID[L, M](p) / factorial2(2 * L + 1)
    return func


def magnetic_wave(L, M, k):
    f = scalar_wave(L, M, k)
    return lambda p: -1j * cross(p, partials(f, p)) / math.sqrt(L * (L + 1))


def amplitude_definition(L, M, k, grid, current):
    p, w = grid
    field = curl(magnetic_wave(L, M, k), p) / k
    return np.sum(w * np.sum(field * current, axis=0))


def amplitude_conserved(L, M, k, omega, grid, rho, current):
    """Exact form after use of current conservation, any k."""
    p, w = grid
    r = np.sqrt(np.sum(p**2, axis=0))
    x = k * r
    y = SOLID[L, M](p) / r**L
    j = spherical_jn(L, x)
    dj = spherical_jn(L, x, derivative=True)
    charge = np.sum(w * rho * (j + x * dj) * y)
    radial = np.sum(w * j * y * np.sum(p * current, axis=0))
    return 1j / (k * math.sqrt(L * (L + 1))) * (
        1j * omega * charge + k**2 * radial)


def amplitude_siegert(L, M, k, omega, grid, rho):
    p, w = grid
    q = np.sum(w * rho * SOLID[L, M](p))
    return (-omega / k * math.sqrt((L + 1) / L) * k**L
            / factorial2(2 * L + 1) * q)


def corrections(L, M, omega, grid, rho, current):
    """k^2 coefficients: (C_rho, C_J) and the split with r x J."""
    p, w = grid
    g = SOLID[L, M](p)
    q = np.sum(w * rho * g)
    higher = np.sum(w * rho * np.sum(p**2, axis=0) * g) / q
    c_rho = -(L + 3) / (2 * (L + 1) * (2 * L + 3)) * higher
    c_j = (np.sum(w * g * np.sum(p * current, axis=0))
           / (1j * omega * (L + 1) * q))
    d_rho = -L / (2 * (L + 2) * (2 * L + 3)) * higher
    swirl = np.sum(cross(p, current)
                   * cross(p, partials(SOLID[L, M], p)), axis=0)
    d_j = -np.sum(w * swirl) / (1j * omega * (L + 1) * (L + 2) * q)
    return [complex(v).real for v in (c_rho, c_j, d_rho, d_j)]


def oscillator_1d(n, freq, x):
    if n < 0:
        return np.zeros_like(x)
    norm = (freq / math.pi)**0.25 / math.sqrt(2**n * math.factorial(n))
    return (norm * eval_hermite(n, math.sqrt(freq) * x)
            * np.exp(-freq * x**2 / 2))


def wavefunction(state, freqs, p):
    """Value and analytic gradient; state maps (nx, ny, nz) to a coefficient."""
    value, gradient = np.zeros(p.shape[1]), np.zeros(p.shape)
    for numbers, coef in state.items():
        u = [oscillator_1d(n, f, x) for n, f, x in zip(numbers, freqs, p)]
        du = [math.sqrt(f / 2) * (math.sqrt(n) * oscillator_1d(n - 1, f, x)
              - math.sqrt(n + 1) * oscillator_1d(n + 1, f, x))
              for n, f, x in zip(numbers, freqs, p)]
        value += coef * u[0] * u[1] * u[2]
        gradient += coef * np.array([du[0] * u[1] * u[2],
                                     u[0] * du[1] * u[2],
                                     u[0] * u[1] * du[2]])
    return value, gradient


def densities(initial, final, freqs, p, final_freqs=None):
    a, da = wavefunction(initial, freqs, p)
    b, db = wavefunction(final, final_freqs or freqs, p)
    return a * b, (b * da - a * db) / 2j


def make_grid(freqs, n=20):
    t, wt = np.polynomial.hermite.hermgauss(n)
    wt = wt * np.exp(t**2)
    axes = [t / math.sqrt(f) for f in freqs]
    weights = [wt / math.sqrt(f) for f in freqs]
    p = np.array(list(itertools.product(*axes))).T
    w = np.prod(np.array(list(itertools.product(*weights))), axis=1)
    return p, w


def level(state, freqs):
    numbers = next(iter(state))
    return sum(f * (n + 0.5) for n, f in zip(numbers, freqs))


ISO, ANISO = (1.0, 1.0, 1.0), (1.0, 1.3, 0.8)
GROUND, P_STATE = {(0, 0, 0): 1.0}, {(0, 0, 1): 1.0}
D_STATE = {(0, 0, 2): 2 / math.sqrt(6), (2, 0, 0): -1 / math.sqrt(6),
           (0, 2, 0): -1 / math.sqrt(6)}
CASES = [
    ("iso L=1 M=0", 1, 0, ISO, GROUND, P_STATE),
    ("iso L=2 M=0", 2, 0, ISO, GROUND, D_STATE),
    ("aniso L=1 M=0", 1, 0, ANISO, P_STATE, {(0, 0, 2): 1.0}),
    ("aniso L=2 M=1", 2, 1, ANISO, GROUND, {(1, 0, 1): 1.0}),
]
sample = np.random.default_rng(1).uniform(-1.5, 1.5, (3, 40))
K_TEST = 0.7

print("Tests, oscillator units; aniso frequencies", ANISO)
for name, L, M, freqs, initial, final in CASES:
    omega = level(final, freqs) - level(initial, freqs)
    grid = make_grid(freqs)
    rho, current = densities(initial, final, freqs, grid[0])

    # continuity equation at random points
    slopes = partials(lambda p: densities(initial, final, freqs, p)[1], sample)
    divergence = slopes[0, 0] + slopes[1, 1] + slopes[2, 2]
    rho_sample = densities(initial, final, freqs, sample)[0]
    assert np.max(abs(divergence + 1j * omega * rho_sample)) < 1e-6

    # curl identity for the scalar wave at random points
    f = scalar_wave(L, M, K_TEST)
    stretched = lambda p: f(p) + np.sum(p * partials(f, p), axis=0)
    left = curl(lambda p: -1j * cross(p, partials(f, p)), sample)
    right = 1j * (K_TEST**2 * sample * f(sample) + partials(stretched, sample))
    assert np.max(abs(left - right)) < 1e-7

    # defining integral against the conserved-current form at finite k
    t_def = amplitude_definition(L, M, K_TEST, grid, current)
    t_con = amplitude_conserved(L, M, K_TEST, omega, grid, rho, current)
    assert abs(t_def / t_con - 1) < 1e-7
    if freqs == ISO:
        t_sieg = amplitude_siegert(L, M, K_TEST, omega, grid, rho)
        assert abs(t_def / t_sieg - math.exp(-K_TEST**2 / 4)) < 1e-7

    # both splittings agree; what remains after the k^2 term scales as k^4
    c_rho, c_j, d_rho, d_j = corrections(L, M, omega, grid, rho, current)
    assert abs(c_rho + c_j - d_rho - d_j) < 1e-9
    remainder = []
    for k in (0.2, 0.1):
        ratio = (amplitude_definition(L, M, k, grid, current)
                 / amplitude_siegert(L, M, k, omega, grid, rho))
        remainder.append(abs(ratio - 1 - k**2 * (c_rho + c_j)))
    order = math.log2(remainder[0] / remainder[1])
    assert abs(order - 4) < 0.1
    print(f"{name}: C_rho+C_J = {c_rho + c_j:.5f}, remainder power {order:.3f}")

# divergence-free current curl M, with M = exp(-r^2) (-y, x, 0)
grid = make_grid(ISO)
p, w = grid
gauss = np.exp(-np.sum(p**2, axis=0))
magnet = gauss * np.array([-p[1], p[0], 0 * p[0]])
loop = gauss * np.array([2 * p[0] * p[2], 2 * p[1] * p[2],
                         2 - 2 * p[0]**2 - 2 * p[1]**2])
t_loop = {k: amplitude_definition(1, 0, k, grid, loop) for k in (0.7, 0.2, 0.1)}
expected = K_TEST * np.sum(w * np.sum(magnetic_wave(1, 0, K_TEST)(p) * magnet,
                                      axis=0))
assert abs(t_loop[K_TEST] / expected - 1) < 1e-7
loop_power = math.log2(abs(t_loop[0.2] / t_loop[0.1]))
assert abs(loop_power - 2) < 0.02
print(f"Divergence-free current, L=1: amplitude power of k = {loop_power:.3f}")

# current form / charge form of the dipole, exact and trial final state
print("Ratio (current form)/(charge form), long-wave dipole:")
form_ratio = {}
for width in (1.0, 1.2):
    trial = (width,) * 3
    value, gradient = wavefunction(P_STATE, trial, p)
    energy = 0.5 * np.sum(w * (np.sum(gradient**2, axis=0)
                               + np.sum(p**2, axis=0) * value**2))
    rho, current = densities(GROUND, P_STATE, ISO, p, trial)
    gap = energy - level(GROUND, ISO)
    form_ratio[width] = (np.sum(w * current[2])
                         / (1j * gap * np.sum(w * rho * p[2]))).real
    print(f"  p state, exponent factor {width}: {form_ratio[width]:.5f}")
assert abs(form_ratio[1.0] - 1) < 1e-8
assert abs(form_ratio[1.2] - 1) > 0.01

# local against nonlocal potential in one dimension, current p/m
size = 80
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
position = (lower + lower.T) / math.sqrt(2)
momentum = -1j * (lower - lower.T) / math.sqrt(2)
h_osc = np.diag(np.arange(size) + 0.5)
u = np.zeros(size)
u[[0, 2]] = 1 / math.sqrt(2)
strength_local, strength_nonlocal = 0.1, 0.5
potentials = {
    "local": strength_local * np.linalg.matrix_power(position, 4),
    "nonlocal": strength_nonlocal * np.outer(u, u)}
ratio_1d = {}
for name, extra in potentials.items():
    e, v = np.linalg.eigh(h_osc + extra)
    ratio_1d[name] = ((v[:, 1] @ momentum @ v[:, 0])
                      / (1j * (e[1] - e[0])
                         * (v[:, 1] @ position @ v[:, 0]))).real
print(f"  1D well + {strength_local} x^4 (local): {ratio_1d['local']:.5f}")
print(f"  1D well + {strength_nonlocal} |u><u|, u=(|0>+|2>)/sqrt2: "
      f"{ratio_1d['nonlocal']:.5f}")
assert abs(ratio_1d["local"] - 1) < 1e-8
assert abs(ratio_1d["nonlocal"] - 1) > 0.1

# worked example: model electron in an isotropic well, photon on shell
quantum_ev = 100.0
omega0 = quantum_ev * const.e / const.hbar
b = math.sqrt(const.hbar / (const.m_e * omega0))
print(f"Example: hbar*omega0 = {quantum_ev:.1f} eV, b = {b * 1e12:.4f} pm")
print(f"omega0 = {omega0:.5e} rad/s")
for L, final in ((1, P_STATE), (2, D_STATE)):
    omega = level(final, ISO) - level(GROUND, ISO)
    k_si = omega * omega0 / const.c
    kb = k_si * b
    rho, current = densities(GROUND, final, ISO, p)
    q = np.sum(w * rho * SOLID[L, 0](p))
    t_def = amplitude_definition(L, 0, kb, grid, current)
    t_sieg = amplitude_siegert(L, 0, kb, omega, grid, rho)
    shift = (t_def / t_sieg).real - 1
    c_rho, c_j, d_rho, d_j = corrections(L, 0, omega, grid, rho, current)
    assert abs(shift - kb**2 * (c_rho + c_j)) < kb**4
    assert abs(shift - math.expm1(-kb**2 / 4)) < 1e-9
    print(f"L={L}: photon energy = {omega * quantum_ev:.1f} eV, "
          f"k = {k_si * 1e-12:.5e} 1/pm")
    print(f"  kb = {kb:.6f}, (kb)^2 = {kb**2:.5e}")
    print(f"  Q = {q:.6f} q b^{L}")
    print(f"  T from definition = {t_def.real:.8f} q b omega0")
    print(f"  T Siegert         = {t_sieg:.8f} q b omega0")
    print(f"  T/T_Siegert - 1   = {shift:.4e}")
    print(f"  exp(-(kb)^2/4)-1  = {math.expm1(-kb**2 / 4):.4e}")
    print(f"  C_rho = {c_rho:.5f} b^2, C_J = {c_j:.5f} b^2")
    print(f"  k^2 C_rho = {kb**2 * c_rho:.4e}, k^2 C_J = {kb**2 * c_j:.4e}")
    print(f"  other split: charge {d_rho:.5f} b^2, r x J {d_j:.5f} b^2")
    print(f"  relative change of |T|^2 = {(1 + shift)**2 - 1:.4e}")

print("tests ok")
```

Running it gives:

```
Tests, oscillator units; aniso frequencies (1.0, 1.3, 0.8)
iso L=1 M=0: C_rho+C_J = -0.25000, remainder power 3.996
iso L=2 M=0: C_rho+C_J = -0.25000, remainder power 3.996
aniso L=1 M=0: C_rho+C_J = -0.30192, remainder power 3.996
aniso L=2 M=1: C_rho+C_J = -0.26239, remainder power 3.996
Divergence-free current, L=1: amplitude power of k = 1.989
Ratio (current form)/(charge form), long-wave dipole:
  p state, exponent factor 1.0: 1.00000
  p state, exponent factor 1.2: 0.96000
  1D well + 0.1 x^4 (local): 1.00000
  1D well + 0.5 |u><u|, u=(|0>+|2>)/sqrt2: 1.82074
Example: hbar*omega0 = 100.0 eV, b = 27.6043 pm
omega0 = 1.51927e+17 rad/s
L=1: photon energy = 100.0 eV, k = 5.06773e-04 1/pm
  kb = 0.013989, (kb)^2 = 1.95695e-04
  Q = 0.345494 q b^1
  T from definition = -0.16285954 q b omega0
  T Siegert         = -0.16286750 q b omega0
  T/T_Siegert - 1   = -4.8923e-05
  exp(-(kb)^2/4)-1  = -4.8923e-05
  C_rho = -0.50000 b^2, C_J = 0.25000 b^2
  k^2 C_rho = -9.7848e-05, k^2 C_J = 4.8924e-05
  other split: charge -0.08333 b^2, r x J -0.16667 b^2
  relative change of |T|^2 = -9.7843e-05
L=2: photon energy = 200.0 eV, k = 1.01355e-03 1/pm
  kb = 0.027978, (kb)^2 = 7.82780e-04
  Q = 0.546274 q b^2
  T from definition = -0.00249534 q b omega0
  T Siegert         = -0.00249583 q b omega0
  T/T_Siegert - 1   = -1.9568e-04
  exp(-(kb)^2/4)-1  = -1.9568e-04
  C_rho = -0.41667 b^2, C_J = 0.16667 b^2
  k^2 C_rho = -3.2616e-04, k^2 C_J = 1.3046e-04
  other split: charge -0.12500 b^2, r x J -0.12500 b^2
  relative change of |T|^2 = -3.9131e-04
tests ok
```
